# Transverse temperature difference from the thermal Hall effect in an insulated bar: test program

```python
"""
Result under test: in a long bar with insulated edges,
    T(y=w) - T(y=0) = (kxy/kxx) * w * dT/dx.
Convention: heat flux q = -K grad T, K = [[kxx, kxy], [-kxy, kyy]].
The main result has kyy = kxx. x runs along the bar, y across it.
w: width, L: length, G: longitudinal gradient, r: kxy/kxx.
The ends have fixed temperatures. All calculations use SI units.
The finite-element solver uses only the tensor and the edge heat flux.
"""
import numpy as np
from scipy import sparse
from scipy.constants import Stefan_Boltzmann
from scipy.integrate import solve_ivp
from scipy.sparse.linalg import spsolve


def line_matrices(cells, step):
    """Stiffness, mass and derivative matrices of linear elements."""
    off = np.ones(cells)
    diagonal = np.full(cells + 1, 2.0)
    diagonal[[0, -1]] = 1.0
    stiffness = sparse.diags([-off, diagonal, -off], [-1, 0, 1]) / step
    mass = sparse.diags([off, 2 * diagonal, off], [-1, 0, 1]) * step / 6
    ends = np.zeros(cells + 1)
    ends[0], ends[-1] = -0.5, 0.5
    derivative = sparse.diags([off / 2, ends, -off / 2], [-1, 0, 1])
    return stiffness, mass, derivative


def solve_bar(length, width, gradient, kxx, kyy, kxy, edge_flux=0.0):
    """Return x, temperature offset and heat inflow per unit thickness.

    edge_flux enters at y=0 and leaves at y=width.
    """
    ny = 40
    nx = 2 * round(length / width * ny / 2)
    sx, mx, cx = line_matrices(nx, length / nx)
    sy, my, cy = line_matrices(ny, width / ny)
    matrix = (kxx * sparse.kron(sx, my) + kyy * sparse.kron(mx, sy)
              + kxy * sparse.kron(cx, cy.T)
              - kxy * sparse.kron(cx.T, cy)).tocsr()
    x = np.linspace(0, length, nx + 1)
    temperature = np.zeros((nx + 1, ny + 1))
    temperature[0, :] = -gradient * length / 2
    temperature[-1, :] = gradient * length / 2
    load = np.zeros_like(temperature)
    x_weights = np.asarray(mx @ np.ones(nx + 1)).ravel()
    load[:, 0] = edge_flux * x_weights
    load[:, -1] = -edge_flux * x_weights
    flat = temperature.ravel()
    indices = np.arange(flat.size).reshape(temperature.shape)
    free = indices[1:-1, :].ravel()
    rhs = load.ravel() - matrix @ flat
    flat[free] = spsolve(matrix[free][:, free].tocsc(), rhs[free])
    reaction = (matrix @ flat - load.ravel()).reshape(temperature.shape)
    return x, flat.reshape(temperature.shape), reaction[-1, :].sum()


def middle_difference(field):
    middle = field.shape[0] // 2
    return field[middle, -1] - field[middle, 0]


def end_factor(length, width):
    n = np.arange(1, 40001, 2)
    signs = np.where(n % 4 == 1, 1.0, -1.0)
    terms = signs * np.tanh(n * np.pi * width / (2 * length)) / n**2
    return 8 * length / (np.pi**2 * width) * terms.sum()


# Rough, round parameters for a magnon thermal Hall measurement.
kxx = 1.0
r = 1e-3
kxy = r * kxx
G = 1e3
w = 1e-3
L = 6e-3
thickness = 0.5e-3
T_mean = 50.0
hall_difference = r * G * w
heat_power = kxx * (1 + r**2) * G * w * thickness

# Main result against the two-dimensional heat equation.
x, field_plus, inflow = solve_bar(L, w, G, kxx, kxx, kxy)
solver_difference = middle_difference(field_plus)
assert abs(solver_difference / hall_difference - 1) < 1e-3
assert abs(inflow * thickness / heat_power - 1) < 1e-5

# A large ratio makes the second-order longitudinal correction visible.
large_r = 0.3
x_large, field_large, inflow_large = solve_bar(
    L, w, G, kxx, kxx, large_r * kxx)
mid = len(x_large) // 2
center = field_large.shape[1] // 2
local_G = ((field_large[mid + 1, center] - field_large[mid - 1, center])
           / (x_large[mid + 1] - x_large[mid - 1]))
large_slope_ratio = middle_difference(field_large) / (w * local_G)
large_k_ratio = inflow_large / (w * local_G * kxx)
assert abs(large_slope_ratio - large_r) < 1e-3
assert abs(large_k_ratio - (1 + large_r**2)) < 1e-3

# End suppression: series against the full two-dimensional solution.
factors = []
for aspect in (1, 2, 3, 6):
    _, field, _ = solve_bar(aspect * w, w, G, kxx, kxx, kxy)
    numerical = middle_difference(field) / hall_difference
    series = end_factor(aspect * w, w)
    # The corner singularity limits the mesh accuracy in short bars.
    tolerance = 3e-3 if aspect < 3 else 5e-4
    assert abs(numerical - series) < tolerance
    factors.append((aspect, series, numerical))

# The transverse diagonal conductivity sets the anisotropic result.
kyy = 0.8 * kxx
_, field_aniso, _ = solve_bar(L, w, G, kxx, kyy, kxy)
anisotropic_difference = kxy / kyy * G * w
assert abs(middle_difference(field_aniso) / anisotropic_difference - 1) < 2e-3

# Reversing the field separates the Hall signal from contact offset.
offset = 10e-6
_, field_minus, _ = solve_bar(L, w, G, kxx, kxx, -kxy)


def displaced_reading(field):
    upper = np.interp(L / 2 + offset, x, field[:, -1])
    lower = np.interp(L / 2, x, field[:, 0])
    return upper - lower


reading_plus = displaced_reading(field_plus)
reading_minus = displaced_reading(field_minus)
odd_part = (reading_plus - reading_minus) / 2
even_part = (reading_plus + reading_minus) / 2
assert abs(odd_part / hall_difference - 1) < 1e-3
assert abs(even_part / (G * offset) - 1) < 1e-3

# Black edges see surroundings 1 K warmer at y=0 and 1 K cooler at y=w.
flux_in = Stefan_Boltzmann * ((T_mean + 1)**4 - T_mean**4)
flux_out = Stefan_Boltzmann * (T_mean**4 - (T_mean - 1)**4)
edge_flux = (flux_in + flux_out) / 2
radiation_difference = edge_flux * w / kxx
_, heated_plus, _ = solve_bar(L, w, G, kxx, kxx, kxy, edge_flux)
_, heated_minus, _ = solve_bar(L, w, G, kxx, kxx, -kxy, edge_flux)
heated_even = (middle_difference(heated_plus)
               + middle_difference(heated_minus)) / 2
heated_odd = (middle_difference(heated_plus)
              - middle_difference(heated_minus)) / 2
assert abs(heated_even / (-radiation_difference) - 1) < 2e-3
assert abs(heated_odd / hall_difference - 1) < 1e-3

# Conductivity proportional to T: closed form against integration.
T_cold = T_mean - G * L / 2
T_hot = T_mean + G * L / 2
T_mid = np.sqrt((T_hot**2 + T_cold**2) / 2)
slope_constant = (T_hot**2 - T_cold**2) / (2 * L)
G_mid = slope_constant / T_mid
profile = solve_ivp(lambda position, T: slope_constant / T, (0, L),
                    [T_cold], rtol=1e-10, atol=1e-10,
                    max_step=L / 100, dense_output=True)
assert profile.success
step = L / 100
numerical_G = (profile.sol(L / 2 + step)[0]
               - profile.sol(L / 2 - step)[0]) / (2 * step)
assert abs(profile.y[0, -1] - T_hot) < 1e-6
assert abs(profile.sol(L / 2)[0] - T_mid) < 1e-6
assert abs(numerical_G / G_mid - 1) < 1e-5

print(f"Mean temperature: {T_mean:.1f} K")
print(f"Longitudinal conductivity: {kxx:.3f} W/(m K)")
print(f"Thermal Hall conductivity: {kxy:.6f} W/(m K)")
print(f"Thermal Hall ratio: {r:.4f} (dimensionless)")
print(f"Longitudinal gradient: {G / 1e3:.3f} K/mm")
print(f"Bar length: {L * 1e3:.3f} mm")
print(f"Bar width: {w * 1e3:.3f} mm")
print(f"Bar thickness: {thickness * 1e3:.3f} mm")
print(f"End-to-end difference: {G * L:.3f} K")
print(f"Transverse gradient: {r * G:.3f} mK/mm")
print(f"Hall difference, formula: {hall_difference * 1e3:.6f} mK")
print(f"Hall difference, formula: {hall_difference:.6f} K")
print(f"Hall difference, 2D solution: {solver_difference * 1e3:.6f} mK")
print(f"Heating power: {heat_power * 1e3:.6f} mW")
print(f"Second-order conduction correction: {r**2 * 1e6:.3f} ppm")
print(f"Large-ratio test, input ratio: {large_r:.3f} (dimensionless)")
print(f"Large-ratio test, slope ratio: {large_slope_ratio:.5f}")
print(f"Large-ratio test, conduction factor: {large_k_ratio:.5f}")
for aspect, series, numerical in factors:
    print(f"L/w={aspect}: end factor, series {series:.6f}, 2D {numerical:.6f}")
print(f"Transverse conductivity in anisotropic case: {kyy:.3f} W/(m K)")
print(f"Anisotropic Hall difference: {anisotropic_difference * 1e3:.4f} mK")
print(f"Contact offset: {offset * 1e6:.2f} um")
print(f"Offset contribution: {G * offset * 1e3:.4f} mK")
print(f"Offset contacts, positive field: {reading_plus * 1e3:.4f} mK")
print(f"Offset contacts, negative field: {reading_minus * 1e3:.4f} mK")
print(f"Half difference on field reversal: {odd_part * 1e3:.5f} mK")
print(f"Half sum on field reversal: {even_part * 1e3:.5f} mK")
print(f"Mean radiative edge flux: {edge_flux:.5f} W/m2")
print(f"Radiation contribution, size: {radiation_difference * 1e3:.5f} mK")
print(f"Radiation/Hall size: {100 * radiation_difference / hall_difference:.3f} %")
print(f"k proportional to T, cold end: {T_cold:.3f} K")
print(f"k proportional to T, hot end: {T_hot:.3f} K")
print(f"k proportional to T, midpoint: {T_mid:.4f} K")
print(f"k proportional to T, midpoint gradient: {G_mid / 1e3:.6f} K/mm")
print(f"Resulting Hall change: {100 * (G_mid / G - 1):.4f} %")
print("every check passed")
```

Output:

```
Mean temperature: 50.0 K
Longitudinal conductivity: 1.000 W/(m K)
Thermal Hall conductivity: 0.001000 W/(m K)
Thermal Hall ratio: 0.0010 (dimensionless)
Longitudinal gradient: 1.000 K/mm
Bar length: 6.000 mm
Bar width: 1.000 mm
Bar thickness: 0.500 mm
End-to-end difference: 6.000 K
Transverse gradient: 1.000 mK/mm
Hall difference, formula: 1.000000 mK
Hall difference, formula: 0.001000 K
Hall difference, 2D solution: 0.999870 mK
Heating power: 0.500000 mW
Second-order conduction correction: 1.000 ppm
Large-ratio test, input ratio: 0.300 (dimensionless)
Large-ratio test, slope ratio: 0.29996
Large-ratio test, conduction factor: 1.08998
L/w=1: end factor, series 0.675314, 2D 0.675418
L/w=2: end factor, series 0.930060, 2D 0.930137
L/w=3: end factor, series 0.985438, 2D 0.985465
L/w=6: end factor, series 0.999869, 2D 0.999870
Transverse conductivity in anisotropic case: 0.800 W/(m K)
Anisotropic Hall difference: 1.2500 mK
Contact offset: 10.00 um
Offset contribution: 10.0000 mK
Offset contacts, positive field: 10.9999 mK
Offset contacts, negative field: 9.0001 mK
Half difference on field reversal: 0.99987 mK
Half sum on field reversal: 10.00000 mK
Mean radiative edge flux: 0.02836 W/m2
Radiation contribution, size: 0.02836 mK
Radiation/Hall size: 2.836 %
k proportional to T, cold end: 47.000 K
k proportional to T, hot end: 53.000 K
k proportional to T, midpoint: 50.0899 K
k proportional to T, midpoint gradient: 0.998205 K/mm
Resulting Hall change: -0.1795 %
every check passed
```
